# Logarithmic perturbation theory for hydrogen 1s in static fields, part 1

(Sections cited here and not found follow in the second part.)

## First half: the equation for the logarithm

A hydrogen atom in its 1s state is placed in a uniform static field along the $z$ axis, either an electric field of strength $F$ or a magnetic field of strength $B$. The nucleus is fixed at the origin, the electron is non-relativistic, and its charge is $-e$ with $e>0$. The problem is to find the corrections to the state and its energy by working with the logarithm of the wave function, and to decide what kind of function these corrections are at an arbitrary order.

### (a) The exponent in place of the wave function

*Put $\psi=e^{-G}$ in the Schrödinger equation with potential energy $U$. Which equation does $G$ obey, and what is $G$ for the free atom?*

**Solution.** Differentiate twice with respect to one Cartesian coordinate $x_i$:

$$
\frac{\partial\psi}{\partial x_i}=-\frac{\partial G}{\partial x_i}\,\psi,
\qquad
\frac{\partial^2\psi}{\partial x_i^2}
=\left[\left(\frac{\partial G}{\partial x_i}\right)^2-\frac{\partial^2G}{\partial x_i^2}\right]\psi .
$$

The square comes from differentiating $\psi$ a second time, the other term from differentiating the prefactor. Summing over the three coordinates gives

$$
\nabla^2\psi=\left(|\nabla G|^2-\nabla^2G\right)\psi .
$$

Insert this in $-(\hbar^2/2m)\nabla^2\psi+U\psi=\mathcal E\psi$, where $\mathcal E$ is the energy in joules, and divide by $\psi$, which an exponential allows because it has no zeros:

$$
\frac{\hbar^2}{2m}\left(\nabla^2G-|\nabla G|^2\right)+U=\mathcal E .
$$

The linear equation has become a nonlinear one, but the unknown function now appears through its derivatives alone. A constant added to $G$ rescales $\psi$ and has no other effect.

For the free atom $U=-e^2/(4\pi\varepsilon_0r)$. Try $G=r/a$ with a length $a$. Since $|\nabla r|=1$ and $\nabla^2r=2/r$,

$$
\frac{\hbar^2}{2m}\left(\frac{2}{ar}-\frac1{a^2}\right)-\frac{e^2}{4\pi\varepsilon_0r}=\mathcal E .
$$

The terms in $1/r$ must cancel, which requires $a=4\pi\varepsilon_0\hbar^2/(me^2)=a_0$, the Bohr radius. What remains is $\mathcal E=-\hbar^2/(2ma_0^2)=-E_h/2$, with the Hartree energy

$$
E_h=\frac{\hbar^2}{ma_0^2}=\frac{e^2}{4\pi\varepsilon_0a_0}.
$$

Thus $\psi_0\propto e^{-r/a_0}$, the 1s function. It is positive everywhere, so the logarithm of a formal series $\psi_0+\lambda\psi_1+\dots$ can be expanded in $\lambda$ at each point. For an excited state whose nodes are displaced by the perturbation, the same expansion would produce singular terms where $\psi_0=0$. A node that symmetry holds in place, such as the plane $z=0$ of the $2p_z$ state in the magnetic field, causes no such terms.

### (b) The two perturbations in common form

*Write the perturbing energy for each field and choose units in which both problems have the same form.*

**Solution.** An electric field $F$ along $z$ has the potential $-Fz$. The electron's energy in it is $(-e)(-Fz)=eFz$, and the force on the electron points towards negative $z$.

For the magnetic field take $\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac12B(-y,x,0)$. The kinetic energy of a charge $-e$ is $(\mathbf p+e\mathbf A)^2/2m$. Since $\nabla\cdot\mathbf A=0$, the operators $\mathbf p$ and $\mathbf A$ can be exchanged in their scalar product, and

$$
\frac{(\mathbf p+e\mathbf A)^2}{2m}
=\frac{\mathbf p^2}{2m}+\frac em\mathbf A\cdot\mathbf p+\frac{e^2\mathbf A^2}{2m}
=\frac{\mathbf p^2}{2m}+\frac{eB}{2m}L_z+\frac{e^2B^2}{8m}(x^2+y^2),
$$

because $\mathbf A\cdot\mathbf p=\tfrac12B(xp_y-yp_x)=\tfrac12BL_z$. The Hamiltonian commutes with $L_z$, and the 1s state has $L_z=0$. Every correction therefore stays among axially symmetric functions, on which the middle term gives zero. The spin adds an energy that does not depend on position. It shifts the level linearly in $B$ and leaves the spatial function unchanged, so it is omitted here. What remains is the diamagnetic energy $e^2B^2(x^2+y^2)/8m$.

From here on lengths are measured in $a_0$ and energies in $E_h$, with $E=\mathcal E/E_h$. Define

$$
F_0=\frac{E_h}{ea_0},\qquad B_0=\frac{\hbar}{ea_0^2}.
$$

The electric energy is then $(F/F_0)\,z$. For the magnetic energy, insert $B=(B/B_0)\,\hbar/(ea_0^2)$:

$$
\frac{e^2B^2a_0^2}{8m}
=\left(\frac B{B_0}\right)^2\frac{\hbar^2}{8ma_0^2}
=\frac{E_h}{8}\left(\frac B{B_0}\right)^2 .
$$

Both cases are perturbations $\lambda V$ with

$$
\text{electric: }\ \lambda=\frac F{F_0},\ V=z;
\qquad
\text{magnetic: }\ \lambda=\frac18\left(\frac B{B_0}\right)^2,\ V=x^2+y^2=r^2-z^2 .
$$

Dividing the equation of part (a) by $E_h=\hbar^2/(ma_0^2)$ leaves

$$
\tfrac12\nabla^2G-\tfrac12|\nabla G|^2-\frac1r+\lambda V=E .
$$

### (c) The hierarchy of linear equations

*Expand in powers of $\lambda$. Show that each order is a linear equation with one and the same operator, find the energy as an average, and settle how far the solution is unique.*

**Solution.** Put

$$
G=r+\sum_{n\ge1}\lambda^nG_n,\qquad E=-\tfrac12+\sum_{n\ge1}\lambda^nE_n .
$$

In $|\nabla G|^2$ the coefficient of $\lambda^n$ contains $G_n$ twice, each time multiplied by $\nabla r$, together with products of lower orders:

$$
\left[|\nabla G|^2\right]_n=2\nabla r\cdot\nabla G_n+\sum_{k=1}^{n-1}\nabla G_k\cdot\nabla G_{n-k}.
$$

Here $\nabla r\cdot\nabla=\partial_r$, the derivative at fixed angles. Order $n$ of the equation is therefore

$$
\mathcal L\,G_n=E_n-W_n,\qquad \mathcal L=\tfrac12\nabla^2-\partial_r,
$$

$$
W_n=V\delta_{n1}-\tfrac12\sum_{k=1}^{n-1}\nabla G_k\cdot\nabla G_{n-k}.
$$

The source $W_n$ is known once the lower orders are known. No sum over excited states or continuum states appears.

The operator can be written as a divergence. By the product rule,

$$
\nabla\cdot\left(e^{-2r}\nabla f\right)=e^{-2r}\left(\nabla^2f-2\,\partial_rf\right)=2e^{-2r}\mathcal Lf .
$$

The equation for $G_n$ thus resembles that of an electrostatic potential in a medium whose permittivity falls off as $e^{-2r}$. Multiply it by $2e^{-2r}$ and integrate over all space outside a small sphere around the nucleus. If $G_n$ grows no faster than a power of $r$, the flux $e^{-2r}\nabla G_n$ through a distant sphere tends to zero. If $\nabla G_n$ is bounded near the nucleus, the flux through the small sphere vanishes with its area. The left side is then zero, and

$$
E_n=\langle W_n\rangle=\frac1\pi\int e^{-2r}\,W_n\,d^3r .
$$

The weight $e^{-2r}/\pi$ is the normalized 1s density.

Suppose two such solutions exist at the same order. They share the same $E_n$, since the average fixes it, and their difference $D$ obeys $\nabla\cdot(e^{-2r}\nabla D)=0$. Multiply by $D$ and integrate by parts. The surface terms vanish as before, and

$$
0=\int D\,\nabla\cdot\left(e^{-2r}\nabla D\right)d^3r=-\int e^{-2r}|\nabla D|^2\,d^3r .
$$

The integrand on the right is nowhere negative, so $\nabla D=0$ and $D$ is a constant. We set this constant to zero by requiring $G_n=0$ at the nucleus. Since $W_n$ contains gradients alone, the choice has no effect on any energy. A solution of power-law growth whose gradient is bounded near the nucleus, once found by any means, is therefore the solution sought. Every polynomial in $r$ and $z$ meets both conditions.

### (d) First order in both fields

*Find $G_1$ and $E_1$ for each field.*

**Solution, electric field.** The source is $W_1=z$. Try $G_1=\alpha_1z+\alpha_2rz$. For the first term $\nabla^2z=0$ and $\partial_rz=z/r$, because $z=r\cos\theta$ is proportional to $r$ at fixed angle. For the second,

$$
\nabla^2(rz)=z\,\nabla^2r+2\nabla r\cdot\nabla z=\frac{2z}r+\frac{2z}r=\frac{4z}r,\qquad \partial_r(rz)=2z .
$$

Hence

$$
\mathcal LG_1=-\alpha_1\frac zr+\alpha_2\left(\frac{2z}r-2z\right)=E_1-z .
$$

The terms in $z$ give $\alpha_2=\tfrac12$, those in $z/r$ give $\alpha_1=2\alpha_2=1$, and no constant is left over:

$$
G_1=z+\tfrac12rz,\qquad E_1=0 .
$$

To first order $\psi=\psi_0(1-\lambda G_1)$. The amplitude grows at negative $z$, the side towards which the electron is pulled.

**Solution, magnetic field.** The source is $W_1=r^2-z^2$. Try

$$
G_1=\beta_1r^3+\beta_2rz^2+\beta_3r^2+\beta_4z^2 .
$$

From $\nabla^2r^k=k(k+1)r^{k-2}$ follow $\mathcal Lr^3=6r-3r^2$ and $\mathcal Lr^2=3-2r$. From $\nabla^2z^2=2$ follows $\mathcal Lz^2=1-2z^2/r$. For the mixed term,

$$
\nabla^2(rz^2)=z^2\frac2r+2r+2\,\frac{\mathbf r}r\cdot\nabla z^2=\frac{2z^2}r+2r+\frac{4z^2}r,
$$

so that $\mathcal L(rz^2)=3z^2/r+r-3z^2$. The sum must equal $E_1-r^2+z^2$. Comparing the five kinds of term gives

$$
\begin{aligned}
r^2:&\quad -3\beta_1=-1, &&\beta_1=\tfrac13,\\
z^2:&\quad -3\beta_2=1, &&\beta_2=-\tfrac13,\\
r:&\quad 6\beta_1+\beta_2-2\beta_3=0, &&\beta_3=\tfrac56,\\
z^2/r:&\quad 3\beta_2-2\beta_4=0, &&\beta_4=-\tfrac12,\\
1:&\quad 3\beta_3+\beta_4=E_1, &&E_1=2 .
\end{aligned}
$$

Four coefficients and one energy satisfy five conditions. With $r^2=(x^2+y^2)+z^2$ the result can be regrouped as

$$
G_1=\tfrac13r(x^2+y^2)+\tfrac56(x^2+y^2)+\tfrac13z^2 .
$$

This is positive away from the nucleus, so the field draws the electron inwards. Near the nucleus the coefficient across the field, $\tfrac56$, exceeds the one along it, $\tfrac13$. The contraction along the field arises although $V$ does not depend on $z$ at fixed $x$ and $y$, because the Coulomb attraction couples the directions. The energy agrees with the average $\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle=2$, since $\langle r^2\rangle=3$ in the 1s state.

### (e) The electric polarizability

*Use $G_1$ to find $E_2$ in the electric field. What is the polarizability in SI units, and what does the source $W_2$ suggest about $G_2$?*

**Solution.** Let $\hat{\mathbf z}$ and $\hat{\mathbf r}$ be unit vectors, with $\hat{\mathbf z}\cdot\hat{\mathbf r}=z/r$. From $G_1=z(1+r/2)$,

$$
\nabla G_1=\left(1+\frac r2\right)\hat{\mathbf z}+\frac z2\,\hat{\mathbf r},
$$

$$
|\nabla G_1|^2=\left(1+\frac r2\right)^2+\frac{z^2}4+\left(1+\frac r2\right)\frac{z^2}r
=1+r+\frac{r^2}4+\frac{3z^2}4+\frac{z^2}r .
$$

The averages follow from

$$
\langle r^s\rangle=4\int_0^\infty r^{s+2}e^{-2r}dr=\frac{(s+2)!}{2^{s+1}} .
$$

Thus $\langle r\rangle=\tfrac32$ and $\langle r^2\rangle=3$. The angular average of $z^2$ is $r^2/3$, so $\langle z^2\rangle=1$ and $\langle z^2/r\rangle=\tfrac12$. Therefore

$$
E_2=-\tfrac12\left(1+\tfrac32+\tfrac34+\tfrac34+\tfrac12\right)=-\tfrac94 .
$$

The polarizability $\alpha$ is defined by the energy shift $-\tfrac12\alpha F^2$ at leading order. Equating this to $-\tfrac94(F/F_0)^2E_h$ gives

$$
\alpha=\frac92\,\frac{E_h}{F_0^2}=\frac92\,\frac{e^2a_0^2}{E_h}=\frac92\,4\pi\varepsilon_0a_0^3
=7.42\times10^{-41}\ \mathrm{C\,m^2/V}.
$$

This value holds for a fixed nucleus. With the proton's finite mass the reduced mass $\mu$ replaces $m$, the polarizability grows by the factor $(m/\mu)^3=1.0016$, and the value becomes $7.43\times10^{-41}\ \mathrm{C\,m^2/V}$.

The source contains $z^2/r$, which is not a polynomial in $r$ and $z$. Such quotients arise because $\nabla r\cdot\nabla z=z/r$. Nothing said so far prevents them from entering $G_2$ and accumulating at later orders. Whether they do is decided by the general structure of the recursion.

## Second half: the structure at every order

Lengths are in $a_0$ and energies in $E_h$. The wave function is $\psi=e^{-G}$ with $G=r+\sum\lambda^nG_n$. The perturbation is $\lambda V$, where $V=z$ and $\lambda=F/F_0$ for the electric field, and $V=r^2-z^2$ and $\lambda=(B/B_0)^2/8$ for the magnetic field. The corrections obey

$$
\mathcal LG_n=E_n-W_n,\quad \mathcal L=\tfrac12\nabla^2-\partial_r,\quad
W_n=V\delta_{n1}-\tfrac12\sum_{k=1}^{n-1}\nabla G_k\cdot\nabla G_{n-k},
$$

and $E_n=\langle W_n\rangle$ in the 1s density. A solution of power-law growth with a bounded gradient near the nucleus is unique once $G_n=0$ at the nucleus. In the electric field $G_1=z+rz/2$ and $E_2=-\tfrac94$; in the magnetic field $E_1=2$.

### (f) Which sources have polynomial solutions?

*Let $c=\cos\theta=z/r$. Find the action of $\mathcal L$ on $r^kc^b$, and identify a class of sources for which a polynomial solution exists.*

**Solution.** Since $r^kc^b=r^{k-b}z^b$, this monomial is a polynomial in $r$ and $z$ when $0\le b\le k$. For an axially symmetric function,

$$
\nabla^2f=\frac{\partial^2f}{\partial r^2}+\frac2r\frac{\partial f}{\partial r}+\frac1{r^2}\frac{\partial}{\partial c}\left[(1-c^2)\frac{\partial f}{\partial c}\right].
$$

The radial part acting on $r^k$ gives $k(k-1)+2k=k(k+1)$ times $r^{k-2}$. The angular part gives

$$
\frac{d}{dc}\left[(1-c^2)\,b\,c^{b-1}\right]=b(b-1)c^{b-2}-b(b+1)c^b .
$$

Hence

$$
\mathcal L(r^kc^b)=-k\,r^{k-1}c^b+\tfrac12\left[k(k+1)-b(b+1)\right]r^{k-2}c^b+\tfrac12b(b-1)\,r^{k-2}c^{b-2}.
$$

The first term lowers the power of $r$ by one, the others by two. This suggests removing a source from its highest power downwards. Call a source *admissible* if it is a finite sum of terms $r^jc^b$ with

$$
j\ge0,\qquad 0\le b\le j+1 .
$$

The quotient $z^2/r=rc^2$ is admissible, although it is not a polynomial in $r$ and $z$.

Take a term $w\,r^jc^b$ of the highest power present, other than a constant, and set $k=j+1$. Include $g=(w/k)\,r^kc^b$ in the solution. It is a polynomial in $r$ and $z$, because $b\le j+1=k$. The equation still to be solved has the source $W+\mathcal Lg$ in place of $W$. The leading term of $\mathcal Lg$ is $-w\,r^jc^b$, which cancels the chosen term, and the rest has power $k-2$. Is the rest admissible?

Let $k\ge2$, so that $k-2\ge0$. A term of power $k-2$ may carry at most $c^{k-1}$.

- The term in $c^b$ is admissible if $b\le k-1$. The one remaining case is $b=k$, and there the coefficient $k(k+1)-b(b+1)$ is zero.
- The term in $c^{b-2}$ is admissible because $b-2\le k-2$.

Let $k=1$, so that $j=0$. The source term to be removed is then $c$, with $b=1$. Both remaining coefficients vanish, and $z=rc$ removes it completely.

The highest power falls at each stage, so the procedure ends. What is left is a constant in the source, and $E_n$ is set equal to it. An admissible source of highest power $J$ thus has a polynomial solution of degree at most $J+1$.

The function $r$ by itself is never used. It would give $\mathcal Lr=1/r-1$, and the $1/r$ could not be removed. This has a physical meaning: the Coulomb singularity is already balanced by the zeroth-order exponent $r$. A further linear term in $r$ alone would change the slope of the angle-averaged wave function at the nucleus, as if the nuclear charge had changed.

The restriction on the angles matters. Take the source $c^2$, which has $j=0$ and $b=2$ and is not admissible. A polynomial solution could have no power above $r^1$, because its highest power $r^k$ would leave an uncancelled term in $r^{k-1}$. Matching the power $r^0$ requires the linear part $r(c^2-E)$. At power $1/r$ this part leaves

$$
\tfrac12\left[2(c^2-E)+2-6c^2\right]=1-E-2c^2,
$$

which is not zero for any $E$. A constant in the solution cannot help, since $\mathcal L$ annihilates it. A general perturbation, even a smooth function of angle, therefore does not lead to polynomials.

Every admissible source has a polynomial solution, which a descending procedure constructs together with the energy. It remains to show that the sources stay admissible at every order in both fields, and to work out what follows for the higher corrections, the energies and the limits of the series.
